# Space-Group Characters from PAW Pseudo Orbitals and Their S-Weighted Overlaps

## A trace of −1.417 that stands for −2

In the model crystal computed below, a twofold degenerate level at \(\Gamma\) has character \(-2\) under the twofold rotation. The plain overlap trace of its pseudo orbitals gives \(-1.4172\). Both pseudo orbitals have squared norm \(0.7086\), and \(-1.4172/0.7086=-2.000\), so normalization repairs the character. For a pair of orbitals mixed from two different levels of the same crystal, the same repair applied to the fourfold rotation gives \(0.171\) where the correct trace is \(0\).

Both results follow from one property: the map \(T\) from pseudo to all-electron orbitals commutes with the space group. This appendix proves it, derives the overlap formula for the representation matrices, and gives a sufficient condition for normalized pseudo orbitals to yield the correct characters, together with a case where they fail.

## Conventions and assumptions

A space-group operation \(g=\{R|\mathbf t\}\) sends \(\mathbf r\) to \(R\mathbf r+\mathbf t\), with \(R\) orthogonal, and acts on scalar functions by

\[
(P_g\psi)(\mathbf r)=\psi(g^{-1}\mathbf r),\qquad g^{-1}\mathbf r=R^{-1}(\mathbf r-\mathbf t).
\]

Since \(|\det R|=1\), a change of variable shows that \(P_g\) is unitary. Spinors, which need an additional spin rotation, are not treated.

The PAW map is

\[
T=1+\sum_{a}\sum_{i}|\Delta_i^a\rangle\langle\tilde p_i^a|,\qquad \Delta_i^a=\phi_i^a-\tilde\phi_i^a .
\]

Here \(a\) runs over all atoms of the crystal, and \(i=(\nu,l,\mu)\) contains a radial index, the angular momentum and the index within the shell. The all-electron partial wave \(\phi\), the pseudo partial wave \(\tilde\phi\) and the projector \(\tilde p\) are each a radial function times a spherical harmonic \(Y_{l\mu}\) centred on the atom. Four conditions are assumed:

1. Each \(g\) maps every atom onto an atom of the same species.
2. Symmetry-equivalent atoms carry the same radial functions.
3. If a channel \((\nu,l)\) is present, all its \(\mu\) are present.
4. \(S=T^\dagger T\) is positive definite.

The first three give commutation. The fourth ensures that no pseudo orbital is lost under \(T\).

## T commutes with the space group

**Rotation of one atomic function.** Let \(\chi^a_{\nu l\mu}\) denote any of \(\phi,\tilde\phi,\tilde p\). Its argument after the operation, measured from the atom, is

\[
g^{-1}\mathbf r-\boldsymbol\tau_a=R^{-1}(\mathbf r-\mathbf t-R\boldsymbol\tau_a)=R^{-1}(\mathbf r-g\boldsymbol\tau_a).
\]

The length of this vector is the distance from \(\mathbf r\) to the image atom \(ga\), so the radial factor becomes that of \(ga\), by condition 2. The angular factor obeys

\[
Y_{l\mu}(R^{-1}\hat{\mathbf n})=\sum_{\mu'}Y_{l\mu'}(\hat{\mathbf n})\,D^l_{\mu'\mu}(R),
\]

where \(D^l\) is unitary because the harmonics are orthonormal and \(R\) preserves the measure on the sphere. For improper \(R\), \(D^l\) includes the parity factor. Therefore

\[
P_g\chi^a_{\nu l\mu}=\sum_{\mu'}\chi^{ga}_{\nu l\mu'}D^l_{\mu'\mu}(R),
\]

with the same matrix for all three kinds of function, hence also for \(\Delta\).

**Rotation of the sum.** Unitarity gives \(\langle\tilde p|P_g^{-1}=\langle P_g\tilde p|\), and the coefficients of a bra are complex conjugated. Thus

\[
\begin{aligned}
P_gTP_g^{-1}
&=1+\sum_{a\nu l\mu}|P_g\Delta^a_{\nu l\mu}\rangle\langle P_g\tilde p^a_{\nu l\mu}|\\
&=1+\sum_{a\nu l}\sum_{\mu'\mu''}|\Delta^{ga}_{\nu l\mu'}\rangle
\Big[\sum_\mu D^l_{\mu'\mu}D^{l*}_{\mu''\mu}\Big]\langle\tilde p^{ga}_{\nu l\mu''}| .
\end{aligned}
\]

The bracket is \((D^lD^{l\dagger})_{\mu'\mu''}=\delta_{\mu'\mu''}\). Since \(a\mapsto ga\) is a one-to-one map of the atoms, relabelling restores the original sum:

\[
P_gT=TP_g .
\]

Neither the duality \(\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}\) nor completeness of the partial waves was used. A small augmentation basis may be inaccurate, but it does not break the symmetry.

The adjoint relation is \(T^\dagger P_g^\dagger=P_g^\dagger T^\dagger\). Multiplication by \(P_g\) on both sides gives \(P_gT^\dagger=T^\dagger P_g\), and hence \(P_gS=SP_g\).

**What breaks it.** If a \(p_y\) channel is omitted while \(p_x\) is kept, a fourfold rotation turns the \(p_x\) term into a \(p_y\) term that \(T\) does not contain. In the example, the largest matrix element of \(P_gT-TP_g\) is then \(0.036\), on the scale where the identity has diagonal elements 1. Such grid matrix elements contain a factor of the grid-cell area, so their size depends on the grid; only their departure from zero is meaningful. Doubling the \(s\) amplitude on one of four equivalent atoms gives \(0.043\). With the conditions satisfied, the largest element is \(2.5\times10^{-16}\).

## Bloch sectors and their phases

A Bloch function satisfies \(\psi_{\mathbf k}(\mathbf r+\mathbf L)=e^{i\mathbf k\cdot\mathbf L}\psi_{\mathbf k}(\mathbf r)\). Consequently

\[
(P_g\psi_{\mathbf k})(\mathbf r+\mathbf L)=\psi_{\mathbf k}(g^{-1}\mathbf r+R^{-1}\mathbf L)
=e^{iR\mathbf k\cdot\mathbf L}(P_g\psi_{\mathbf k})(\mathbf r),
\]

so \(P_g\) maps sector \(\mathbf k\) to sector \(R\mathbf k\). From here on \(a,b\) label atoms in one cell, and inner products of Bloch functions are taken over one cell. Define

\[
\chi^a_{i\mathbf k}(\mathbf r)=\sum_{\mathbf L}e^{i\mathbf k\cdot\mathbf L}\chi_i^a(\mathbf r-\mathbf L).
\]

Cutting the integral over the crystal into cells gives

\[
\int_{\rm all}\tilde p_i^{a*}\psi_{\mathbf k}
=\sum_{\mathbf L}\int_{\rm cell}\tilde p_i^{a*}(\mathbf r-\mathbf L)e^{-i\mathbf k\cdot\mathbf L}\psi_{\mathbf k}(\mathbf r)
=\langle\tilde p^a_{i\mathbf k}|\psi_{\mathbf k}\rangle .
\]

The copy of the atom displaced by \(\mathbf L\) has this projection times \(e^{i\mathbf k\cdot\mathbf L}\), which is the factor that builds \(\Delta_{i\mathbf k}^a\). Within the sector,

\[
T_{\mathbf k}=1+\sum_{ai}|\Delta^a_{i\mathbf k}\rangle\langle\tilde p^a_{i\mathbf k}| .
\]

Let \(g\boldsymbol\tau_a=\boldsymbol\tau_b+\mathbf L_{ab}\). The copy at \(\boldsymbol\tau_a+\mathbf L\) moves to \(\boldsymbol\tau_b+\mathbf L'\), with \(\mathbf L'=R\mathbf L+\mathbf L_{ab}\). Its coefficient is

\[
e^{i\mathbf k\cdot\mathbf L}=e^{i\mathbf k\cdot R^{-1}(\mathbf L'-\mathbf L_{ab})}
=e^{iR\mathbf k\cdot\mathbf L'}e^{-iR\mathbf k\cdot\mathbf L_{ab}},
\]

and therefore

\[
P_g\chi^a_{\nu l\mu,\mathbf k}=e^{-iR\mathbf k\cdot\mathbf L_{ab}}\sum_{\mu'}\chi^b_{\nu l\mu',R\mathbf k}D^l_{\mu'\mu}(R).
\]

The phase cancels between ket and bra in \(T\), leaving \(P_gT_{\mathbf k}=T_{R\mathbf k}P_g\). It does not cancel when projection coefficients are rotated individually.

## Representation matrices from S-weighted overlaps

Let \(g\) belong to the little group of \(\mathbf k\), so that \(R\mathbf k\) equals \(\mathbf k\) up to a reciprocal-lattice vector. Take all the orbitals \(\psi_n=T\tilde\psi_n\) of a level, with

\[
\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\langle\psi_m|\psi_n\rangle=\delta_{mn}.
\]

The Hamiltonian commutes with \(P_g\), so \(P_g\psi_n\) has the same energy and stays in the level:

\[
P_g\psi_n=\sum_m\psi_mD_{mn}(g),\qquad D_{mn}(g)=\langle\psi_m|P_g|\psi_n\rangle .
\]

Inserting \(\psi=T\tilde\psi\) and moving \(T\) through \(P_g\) gives the working formula

\[
D_{mn}(g)=\langle\tilde\psi_m|T^\dagger P_gT|\tilde\psi_n\rangle
=\langle\tilde\psi_m|SP_g|\tilde\psi_n\rangle .
\]

This \(D\) is unitary because \(P_g\) maps one orthonormal basis of the level onto another.

The pseudo orbitals transform with the same matrix. To see this, write

\[
T\Big(P_g\tilde\psi_n-\sum_m\tilde\psi_mD_{mn}\Big)
=P_g\psi_n-\sum_m\psi_mD_{mn}=0 .
\]

If \(f\) is the function in parentheses, then \(\langle f|S|f\rangle=\|Tf\|^2=0\), and positivity of \(S\) gives \(f=0\). Hence

\[
P_g\tilde\psi_n=\sum_m\tilde\psi_mD_{mn}(g).
\]

**Phase convention.** Adding a lattice vector to the translation of \(g\) multiplies \(D\) by \(e^{-i\mathbf k\cdot\mathbf L}\). Products \(D(g)D(h)\) must therefore be compared with the matrix of the full product \(gh\), including any lattice translation it contains.

**Different wave vectors.** For a set of bands closed under the group, as used for symmetry-adapted Wannier functions, the same steps give

\[
D_{mn}(g,\mathbf k)=\langle\tilde\psi_{m,R\mathbf k}|S_{R\mathbf k}P_g|\tilde\psi_{n\mathbf k}\rangle .
\]

The set must be closed under the group at both wave vectors. Keeping only part of an irreducible level makes \(D\) non-unitary for at least one operation of the little group, since unitarity for all of them would make the retained part an invariant subspace. A degenerate level that is reducible under the unitary operations, such as the lowest level at \(M\) in the example below, can be cut along its invariant subspaces without loss of unitarity.

## The usual overlap operator

The overlap operator can also be written with projectors alone,

\[
S_u=1+\sum_{aij}|\tilde p_i^a\rangle q_{ij}\langle\tilde p_j^a|,\qquad
q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle,
\]

where the integrals in \(q\) cover the augmentation sphere. For non-overlapping spheres,

\[
T^\dagger T=1+\sum_{ai}\big(|\tilde p_i^a\rangle\langle\Delta_i^a|+|\Delta_i^a\rangle\langle\tilde p_i^a|\big)
+\sum_{aij}|\tilde p_i^a\rangle\langle\Delta_i^a|\Delta_j^a\rangle\langle\tilde p_j^a| .
\]

If \(\tilde\psi=\sum_j\tilde\phi_j^a\langle\tilde p_j^a|\tilde\psi\rangle\) holds inside each sphere, then \(\langle\Delta_i^a|\tilde\psi\rangle=\sum_j\langle\Delta_i^a|\tilde\phi_j^a\rangle\langle\tilde p_j^a|\tilde\psi\rangle\). Between such functions the coefficient of \(|\tilde p_i\rangle\langle\tilde p_j|\) becomes

\[
\langle\Delta_i|\tilde\phi_j\rangle+\langle\tilde\phi_i|\Delta_j\rangle+\langle\Delta_i|\Delta_j\rangle
=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle ,
\]

as substitution of \(\phi=\tilde\phi+\Delta\) confirms. With an incomplete expansion the two operators differ. In the example, which has one radial function per \(l\), their largest matrix-element difference on the grid used is \(0.11\).

Symmetry does not depend on this agreement. Orthogonality of the harmonics makes \(q\) diagonal in \(l,\mu\) and independent of \(\mu\), so the sum over \(\mu\) collapses as it did for \(T\), and \(P_gS_u=S_uP_g\). If the pseudo Hamiltonian also commutes with \(P_g\) and \(S_u\) is positive definite, the \(S_u\)-orthonormal eigenfunctions of a level carry the unitary representation \(\langle\tilde\psi_m|S_uP_g|\tilde\psi_n\rangle\). This also covers ultrasoft pseudopotentials. The overlap operator in the formula must be the one used in the eigenproblem.

**Plane-wave implementation.** For \(\tilde\psi=\sum_{\mathbf G}C_{\mathbf G}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}\), the definition of \(P_g\) gives

\[
e^{i(\mathbf k+\mathbf G)\cdot R^{-1}(\mathbf r-\mathbf t)}=e^{iR(\mathbf k+\mathbf G)\cdot(\mathbf r-\mathbf t)} ,
\]

so the rotated coefficient is

\[
C'_{\mathbf G'}=e^{-i(\mathbf k+\mathbf G')\cdot\mathbf t}C_{\mathbf G},\qquad \mathbf k+\mathbf G'=R(\mathbf k+\mathbf G).
\]

A cutoff on \(|\mathbf k+\mathbf G|\) respects this map because \(R\) preserves length.

The projections \(\beta^a_{\nu l\mu}=\langle\tilde p^a_{\nu l\mu,\mathbf k}|\tilde\psi\rangle\) need not be recomputed. Inverting the rotation law for \(\tilde p\), and using unitarity of \(P_g\), gives

\[
\beta'^{\,b}_{\nu l\mu'}=e^{-i\mathbf k\cdot\mathbf L_{ab}}\sum_\mu D^l_{\mu'\mu}(R)\,\beta^a_{\nu l\mu}.
\]

Here \(R\mathbf k\) was replaced by \(\mathbf k\), which changes no lattice phase in the little group. With plane waves normalized per cell,

\[
D_{mn}(g)=\sum_{\mathbf G}C^*_{m\mathbf G}C'_{n\mathbf G}+\sum_{bij}\beta^{b*}_{m,i}\,q_{ij}\,\beta'^{\,b}_{n,j}.
\]

The numerical check works on a real-space grid and does not exercise these plane-wave expressions.

## When normalized pseudo orbitals suffice

Define the plain overlaps

\[
N_{mn}=\langle\tilde\psi_m|\tilde\psi_n\rangle,\qquad M_{mn}(g)=\langle\tilde\psi_m|P_g|\tilde\psi_n\rangle .
\]

The transformation law of the pseudo orbitals gives \(M=ND\). Since \(P_g\) is unitary,

\[
N_{mn}=\langle P_g\tilde\psi_m|P_g\tilde\psi_n\rangle=\sum_{pq}D^*_{pm}N_{pq}D_{qn}=(D^\dagger ND)_{mn}.
\]

Multiplication from the left by \(D\) yields \(DN=ND\).

Let \(Nv=\lambda v\). Then \(N(Dv)=DNv=\lambda Dv\), so every eigenspace of \(N\) is invariant under all \(D(g)\). In an irreducible level the only nonzero invariant subspace is the whole level. Therefore

\[
N=c\,\mathbf 1,\qquad M(g)=c\,D(g).
\]

The \(\tilde\psi_n\) are linearly independent, being \(S\)-orthonormal, so \(c>0\). Division of each orbital by \(\sqrt c\) turns \(M\) into \(D\), and the characters agree. Without normalization, every character is multiplied by \(c\).

The size of \(c\) has a direct meaning. From \(\langle\tilde\psi|S|\tilde\psi\rangle=1\),

\[
c=1-\langle\tilde\psi|(S-1)|\tilde\psi\rangle ,
\]

so \(1-c\) is the net norm supplied by augmentation. It may have either sign.

**Time reversal.** A level can be reducible under the unitary operations and still be held together by an antiunitary symmetry \(A\). Suppose \(A\) commutes with \(T\), as complex conjugation does for real radial functions and complete shells. Write \(A\tilde\psi_n=\sum_m\tilde\psi_mB_{mn}\), with \(B\) unitary. Antiunitarity gives \(B^\dagger NB=N^*\), or \(NB=BN^*\). If \(Nv=\lambda v\), then \(N(Bv^*)=BN^*v^*=\lambda Bv^*\), since \(\lambda\) is real. The eigenspaces of \(N\) are thus invariant under \(A\) too, and \(N=c\mathbf 1\) follows when no smaller subspace is invariant under all operations, unitary and antiunitary.

**Reducible sets.** Consider two one-dimensional levels with characters \(\chi\) and \(-\chi\) under some \(g\), where \(\chi=\pm1\), and squared norms \(c_a,c_b\). Their plain overlap vanishes, because \(\langle\tilde\psi_a|\tilde\psi_b\rangle=\langle P_g\tilde\psi_a|P_g\tilde\psi_b\rangle=-\langle\tilde\psi_a|\tilde\psi_b\rangle\). For \(\tilde\psi_\pm=(\tilde\psi_a\pm\tilde\psi_b)/\sqrt2\),

\[
N_{\pm\pm}=\frac{c_a+c_b}{2},\qquad M_{\pm\pm}=\frac{\chi(c_a-c_b)}{2}.
\]

Normalizing each orbital separately gives the trace

\[
\sum_\pm\frac{M_{\pm\pm}}{N_{\pm\pm}}=2\chi\,\frac{c_a-c_b}{c_a+c_b},
\]

whereas the true trace is \(\chi-\chi=0\). Accidental degeneracies and Wannier gauges that mix bands can produce such sets. The S-weighted formula remains valid for any closed set. If only plain overlaps are available, \(M=ND\) supplies the remedy

\[
D(g)=N^{-1}M(g).
\]

## Worked example

The model is two-dimensional, with plane group p4g and a square cell of edge 8 bohr. Four equivalent atoms lie on mirror lines and carry Gaussian wells and one \(s\) and one \(p\) augmentation channel. The parameters are round model values. The \(24\times24\) grid is mapped onto itself by the group, so discretization preserves the symmetry; the energies and the norms \(c\) belong to this grid model. In the continuum limit the energies below rise by up to 0.006 hartree, \(c\) changes by up to 0.005, and the false trace 0.171 becomes 0.169, while the order and characters of the tabulated levels are unchanged.

At \(\Gamma\) the four lowest levels are:

| \(E\) (hartree) | dimension | \(c\) | \(\chi(C_4)\) | \(\chi(C_2)\) |
|---|---|---|---|---|
| −0.603 | 1 | 0.792 | 1 | 1 |
| −0.450 | 2 | 0.709 | 0 | −2 |
| −0.366 | 1 | 0.668 | −1 | 1 |
| −0.014 | 1 | 1.171 | 1 | 1 |

For each, the mean of \(|\chi|^2\) over the eight coset representatives is 1, the criterion for irreducibility.

The last level has \(c>1\), so its augmentation norm is \(1-1.171=-0.171\). This comes from the \(p\) channel alone. The level is odd under the diagonal mirrors, each atom lies on one of them, and an \(s\) projector is even under that mirror, so its projection vanishes.

Mixing the first and third levels through \(45^\circ\) gives, for \(C_4\),

\[
2\,\frac{0.79229-0.66773}{0.79229+0.66773}=\frac{0.24912}{1.46002}=0.1706 ,
\]

the false trace quoted at the start. Both the S-weighted trace and \(\mathrm{Tr}\,N^{-1}M\) give 0.

At \(M\), the lowest level, at \(-0.500\) hartree, is twofold, but its mean \(|\chi|^2\) is 2: it contains two inequivalent one-dimensional representations. Time reversal joins them. The glide \(g_x:(x,y)\mapsto(-x+\tfrac12,y+\tfrac12)\), in units of the cell edge, squares to the translation \((0,1)\). At \(M\) this has phase \(e^{-i\pi}=-1\), so the eigenvalues of \(P_{g_x}\) are \(\pm i\). Complex conjugation commutes with \(P_{g_x}\) and exchanges these eigenvalues, hence no single orbital can be invariant under both. The common norm \(c=0.760\) follows from the antiunitary argument.

At \(\mathbf k=(0.3,0)\), in reciprocal-lattice units, the glide \(g_y:(x,y)\mapsto(x+\tfrac12,-y+\tfrac12)\) squares to the translation \((1,0)\), with phase \(e^{-2\pi i(0.3)}\). Its characters must be

\[
\pm e^{-0.3\pi i}=\pm(0.5878-0.8090i).
\]

The lowest level has the upper sign. Its raw pseudo value \(0.4633-0.6377i\), divided by \(c=0.7882\), reproduces it.

The numerical check diagonalizes the all-electron Hamiltonian without PAW quantities and compares its characters with those of the separately solved pseudo problem. Over all levels examined, the S-weighted and the normalized characters differ from the all-electron ones by at most \(1.7\times10^{-15}\).

The shift that a broken augmentation produces in a character may be small enough to miss. With the doubled \(s\) amplitude on one atom, the lowest \(\Gamma\) level gives \(1.0096\) under \(C_4\) instead of 1, an error of about 1%. Rounding to the nearest integer would hide it. Checking \(D^\dagger D=\mathbf 1\) and \(P_g\tilde\psi_n=\sum_m\tilde\psi_mD_{mn}\) before rounding exposes such an error, provided \(g\) moves the faulty atom; under the mirror through that atom both checks pass, so they should be run for every operation of the little group. For a one-dimensional level the first check tests only the modulus of the character. Both checks see only the channels on which the level has a projection: the fourth \(\Gamma\) level, whose \(s\) projections vanish, is unaffected by the doubled \(s\) amplitude and passes both.

## Calculated quantities

```
cell edge 8.0 bohr, grid 24 x 24, sphere radius 1.9 bohr
site parameter x = 0.2; well depth 1.5 hartree, width 0.9 bohr
augmentation amplitudes: s 1.5, p 3.0 (dimensionless)
Gamma level 1: E = -0.60306 hartree, dim 1, mean |chi|^2 = 1.000, c = 0.79229
   chi (S-weighted): C4 1.0000, C2 1.0000, gx 1.0000, gy 1.0000, md 1.0000
   chi (raw pseudo): C4 0.7923, C2 0.7923, gx 0.7923, gy 0.7923, md 0.7923
Gamma level 2: E = -0.45042 hartree, dim 2, mean |chi|^2 = 1.000, c = 0.70862
   chi (S-weighted): C4 0.0000, C2 -2.0000, gx 0.0000, gy 0.0000, md 0.0000
   chi (raw pseudo): C4 0.0000, C2 -1.4172, gx 0.0000, gy 0.0000, md 0.0000
Gamma level 3: E = -0.36646 hartree, dim 1, mean |chi|^2 = 1.000, c = 0.66773
   chi (S-weighted): C4 -1.0000, C2 1.0000, gx -1.0000, gy -1.0000, md 1.0000
   chi (raw pseudo): C4 -0.6677, C2 0.6677, gx -0.6677, gy -0.6677, md 0.6677
Gamma level 4: E = -0.01412 hartree, dim 1, mean |chi|^2 = 1.000, c = 1.17135
   chi (S-weighted): C4 1.0000, C2 1.0000, gx -1.0000, gy -1.0000, md -1.0000
   chi (raw pseudo): C4 1.1713, C2 1.1713, gx -1.1713, gy -1.1713, md -1.1713
M level 1: E = -0.49990 hartree, dim 2, mean |chi|^2 = 2.000, c = 0.76003
   chi (S-weighted): C4 0.0000, C2 -2.0000, gx 0.0000, gy 0.0000, md -2.0000
   chi (raw pseudo): C4 0.0000, C2 -1.5201, gx 0.0000, gy 0.0000, md -1.5201
M level 2: E = -0.47922 hartree, dim 2, mean |chi|^2 = 1.000, c = 0.75321
   chi (S-weighted): C4 0.0000, C2 2.0000, gx 0.0000, gy 0.0000, md 0.0000
   chi (raw pseudo): C4 0.0000, C2 1.5064, gx 0.0000, gy 0.0000, md 0.0000
M level 3: E = 0.17634 hartree, dim 2, mean |chi|^2 = 1.000, c = 1.05469
   chi (S-weighted): C4 0.0000, C2 2.0000, gx 0.0000, gy 0.0000, md 0.0000
   chi (raw pseudo): C4 0.0000, C2 2.1094, gx 0.0000, gy 0.0000, md 0.0000
line(0.3,0) level 1: E = -0.58135 hartree, dim 1, mean |chi|^2 = 1.000, c = 0.78821
   chi (S-weighted): gy 0.5878-0.8090i
   chi (raw pseudo): gy 0.4633-0.6377i
line(0.3,0) level 2: E = -0.49784 hartree, dim 1, mean |chi|^2 = 1.000, c = 0.75334
   chi (S-weighted): gy -0.5878+0.8090i
   chi (raw pseudo): gy -0.4428+0.6095i
line(0.3,0) level 3: E = -0.43365 hartree, dim 1, mean |chi|^2 = 1.000, c = 0.70112
   chi (S-weighted): gy 0.5878-0.8090i
   chi (raw pseudo): gy 0.4121-0.5672i
largest error of rotation law: 2.7e-15
largest element of P T - T P: 2.5e-16
largest character error, S-weighted or normalized: 1.7e-15
smallest eigenvalue of S at Gamma: 0.6778
mixed pair at Gamma: c_a = 0.79229, c_b = 0.66773, chi_a(C4) = 1.0000
   C4 trace: S-weighted 0.00000, normalized one by one 0.17062, Tr N^-1 M 0.00000
p_y channel omitted: largest element of P T - T P = 0.0360
one atom with doubled s amplitude: largest element of P T - T P = 0.0433
   lowest Gamma level, C4: all-electron 1.00000, S-weighted with unequal atoms 1.00960
usual overlap operator: smallest eigenvalue 0.8800, twofold Gamma level c = 0.61409
   largest element of its difference from T^dagger T: 0.1100
```
